How Strain Compatibility Narrows a Ferroelectric Wall and Raises Its Energy

A tetragonal ferroelectric such as lead titanate is stretched along its polarization and slightly contracted across it. The strain depends on the square of the polarization, so two domains with opposite polarization have the same shape and fit together without stress. Inside the wall between them the polarization passes through zero, and the material there would prefer the undistorted shape of the paraelectric parent. It cannot take that shape, because it is bonded on both sides to domains that remain stretched. The question is what this constraint does to the width and the energy of the wall.

**The model**

Let the wall be planar with normal x, and let the polarization P(x) point along z, with P → ±P0 far away on the two sides. The parent phase is cubic, with x, y, z along its axes. Since P_z varies along x alone, div P = 0 and there is no depolarizing field. The other polarization components are taken to be zero; this Ising assumption is examined below.

For a uniform crystal free of stress, measured from the energy of a domain, the energy density is

f0(P) = (b/4)(P² − P0²)².   (1)

The word "free" matters: b already contains the effect of letting the strain follow the polarization. A gradient term (g/2)(dP/dx)² is added, with g > 0.

To treat a crystal that is not free we need the energy at a prescribed strain. The spontaneous strains belonging to P are

e_xx = e_yy = Q12P², e_zz = Q11P²,   (2)

with no shear, where Q11 and Q12 are electrostriction coefficients. Let η be the difference between the actual strain and (2). With linear elasticity and stiffness C,

f(P, e) = f0(P) + ½ η·C·η.   (3)

If every strain component may adjust, the minimum is at η = 0 and (3) returns (1), as it must.

**What compatibility permits**

Strains derive from a displacement field, so they obey the compatibility conditions. When all fields depend on x alone, three of these reduce to

d²e_yy/dx² = 0, d²e_zz/dx² = 0, d²e_yz/dx² = 0.   (4)

The in-plane strains are therefore at most linear in x. Both distant domains have the same P² and hence the same spontaneous strain, which rules out a slope. For wide domains the constants must equal the domain values, since any other choice costs energy in proportion to the domain width. Thus, throughout the wall,

e_yy = Q12P0², e_zz = Q11P0², e_yz = 0.   (5)

The other three components, e_xx, e_xy and e_xz, may vary with x. Force balance determines them. It reads dσ_xx/dx = dσ_xy/dx = dσ_xz/dx = 0, and these stresses vanish in the distant domains because the outer surfaces are free. Hence they vanish everywhere:

σ_xx = σ_xy = σ_xz = 0.   (6)

The wall is thus clamped in its plane and free along its normal. Subtracting (2) from (5) gives the in-plane elastic strains

η_yy = Q12(P0² − P²), η_zz = Q11(P0² − P²), η_yz = 0.   (7)

With σ_xx = 0, Hooke's law in terms of the compliances s11 and s12 is

η_yy = s11σ_yy + s12σ_zz, η_zz = s12σ_yy + s11σ_zz.

Solving this pair for the stresses gives

σ_yy = (s11η_yy − s12η_zz)/D, σ_zz = (s11η_zz − s12η_yy)/D, D = s11² − s12².   (8)

The elastic energy density is ½(σ_yyη_yy + σ_zzη_zz), because every other product of stress and elastic strain vanishes. Inserting (8) and then (7),

½ η·C·η = [s11(η_yy² + η_zz²) − 2s12η_yyη_zz]/(2D) = K(P² − P0²)²,   (9)

K = [s11(Q11² + Q12²) − 2s12Q11Q12] / [2(s11² − s12²)].   (10)

Elastic stability requires s11 > |s12|. The numerator of (10) is at least (s11 − |s12|)(Q11² + Q12²), so K cannot be negative. The square in (9) has a simple origin: the misfit is linear in P² − P0², and elastic energy is quadratic in misfit.

**Width and energy**

The added term has the same shape as the original well, so the sum is again a quartic double well:

f(P) = (B/4)(P² − P0²)², B = b + 4K.   (11)

The factor 4 comes from the ¼ in the definition of b. The minima stay at ±P0, while the central barrier rises from bP0⁴/4 to BP0⁴/4.

The wall energy per area is the integral of the excess energy density,

σ_w = ∫ [(g/2)(dP/dx)² + f(P)] dx.   (12)

Stationarity with respect to P gives

g d²P/dx² = df/dP = BP(P² − P0²).   (13)

Multiply by dP/dx and integrate once. The constant of integration is zero, because dP/dx and f both vanish deep in a domain:

(g/2)(dP/dx)² = (B/4)(P² − P0²)².   (14)

For a wall that rises from −P0 to P0 the positive root applies:

dP/dx = √(B/2g) (P0² − P²).

Separating variables and using ∫dP/(P0² − P²) = (1/P0) artanh(P/P0), with the wall centre at x = 0,

P = P0 tanh(x/w), w = √(2g/B)/P0.   (15)

Here w is a half-width: P reaches 76% of P0 at x = w.

For the energy, complete the square in (12):

σ_w = ∫ [√(g/2) dP/dx − √f]² dx + ∫ √(2gf) dP.   (16)

The cross term removed from the square is 2√(g/2)√f dP/dx = √(2gf) dP/dx, which is the second integrand. The first integral is never negative and vanishes for the profile (15), by (14). The second depends on the end points alone, so it is the minimum energy of an Ising wall:

σ_w = √(gB/2) ∫ (P0² − P²) dP = √(gB/2)(4P0³/3) = (2√2/3)√(gB) P0³,   (17)

where the integral runs from −P0 to P0. Without the compatibility term, B is replaced by b. Denote those values by the subscript 0. Then (15) and (17) give

w = w_0/r, σ_w = r σ_w0, r = √(1 + 4K/b).   (18)

The width is divided by r and the energy is multiplied by r, with g, b and P0 held fixed in the comparison. The product

σ_w w = (4/3)gP0²   (19)

does not contain K. A costlier wall interior is answered by a thinner wall, which saves well energy at the expense of gradient energy. By (14) the two contributions remain equal, and each grows by r.

For weak coupling, 4K ≪ b, the factor is r ≈ 1 + 2K/b. For strong coupling, 4K ≫ b, the free well drops out of the wall problem and

w → √(g/2K)/P0, σ_w → (4√2/3)√(gK) P0³.   (20)

Elasticity then sets the wall, although the uniform free crystal is still governed by b.

That last distinction fixes how b must be obtained. The curvature of (1) at P0 is 2bP0², so the dielectric constant along z of a stress-free domain is about 1/(2ε₀bP0²). This yields the b required in (18). If the quartic coefficient instead comes from an expansion at fixed strain, it already contains an elastic part, and adding 4K would count the elasticity twice.

**Walls at a finite spacing**

Equation (5) relied on wide domains. Suppose now that parallel walls stand a distance L apart. The in-plane strains are still uniform, but their values can adjust. The elastic energy is quadratic in the difference between the uniform strain and (Q12, Q11)P², so the best uniform strain is (Q12, Q11)q, where q is the average of P² over x. The elastic term becomes K(P² − q)².

Write q = P0² − u and m = P² − P0². Completing the square in m,

(b/4)m² + K(m + u)² = (B/4)(m + 4Ku/B)² + (Kb/B)u².   (21)

The constant follows from Ku² − 4K²u²/B = Ku²(B − 4K)/B. The first term on the right is a double well of the same strength B with minima at ±P1, where P1² = P0² − 4Ku/B. For L ≫ w, the energy per wall is therefore

F(u) = (2√2/3)√(gB) P1³ + (Kb/B)u²L.   (22)

The second term is the cost, proportional to L, that forces u → 0 for wide domains. It justifies (5).

For small u, P1³ ≈ P0³[1 − 6Ku/(BP0²)], so the first term changes by −6Kσ_w u/(BP0²). Equation (19) turns this into −8gKu/(Bw), and 2g/B = w²P0² turns it into −4KP0²wu. Setting dF/du = 0,

u = 2P0²wB/(bL).   (23)

At the minimum of a linear plus a quadratic term, the energy gained is half the size of the linear term:

F ≈ σ_w − 4K(B/b)P0⁴w²/L.   (24)

Closely spaced walls are thus cheaper than (17), because the whole crystal relaxes a little towards the shape the walls prefer. Equation (18) is the limit L → ∞.

**Numbers in the regime of lead titanate**

Take the following rough room-temperature parameters:

P0 = 75 μC/cm² = 0.75 C/m²
b = 1.5×10⁹ J m⁵/C⁴, g = 1.0×10⁻¹⁰ J m³/C²
Q11 = 0.089, Q12 = −0.026 m⁴/C²
s11 = 8.0, s12 = −2.5 TPa⁻¹

This b corresponds to a stress-free dielectric constant of about 67. In (10), the first term of the numerator is 8.0×10⁻¹² × 8.597×10⁻³ = 6.88×10⁻¹⁴. The second is 5.0×10⁻¹² × (−2.314×10⁻³) = −1.16×10⁻¹⁴. The denominator is 2(64 − 6.25)×10⁻²⁴ = 1.155×10⁻²². Therefore, in SI units,

K = 5.72×10⁻¹⁴ / 1.155×10⁻²² = 4.95×10⁸ J m⁵/C⁴,

4K/b = 1.32, r = √2.32 = 1.52.

Without K, (15) gives w_0 = √(2.0×10⁻¹⁰/1.5×10⁹)/0.75 = 0.49 nm. Equation (19) then gives σ_w0 = 7.5×10⁻¹¹/4.87×10⁻¹⁰ = 0.154 J/m², or 154 mJ/m². With compatibility,

w = 0.49/1.52 = 0.32 nm, σ_w = 154 × 1.523 = 235 mJ/m².

The barrier density rises from 119 to 275 MJ/m³, that is, by r² = 2.32.

The stresses behind this are large. At the wall centre, (7) and (8) give σ_zz = 6.3 GPa and σ_yy = 0.14 GPa, both tensile. The material is held at the domain elongation Q11P0² = 5.0%, although with P = 0 it would prefer none. Along the normal two effects nearly cancel. Loss of the spontaneous contraction would expand the material by 1.46%, while the Poisson contraction s12(σ_yy + σ_zz) is −1.61%. The net change of e_xx is −0.15%. Freedom along the normal is therefore worth little here: fixing all the strains would give a coefficient of 3.484×10⁹ J m⁵/C⁴, against B = 3.481×10⁹. This near equality belongs to these parameters and is not a general rule.

For walls 10 nm apart, (24) predicts a reduction of 14.9 mJ/m². A numerical solution of the boundary-value problem, with the average of P² found self-consistently, gives 220 mJ/m² per wall, a reduction of 14.2 mJ/m², or 6% of the isolated-wall energy. At 40 nm the numerical energy is 231 mJ/m².

**Where the continuum quartic model is strained**

The half-width of 0.32 nm is smaller than the unit cell, about 0.39 nm, so the continuum is being used at its limit. To size the error, replace (12) by a chain of cells of length a = 0.39 nm:

E = a Σ f(P_i) + (g/2a) Σ (P_{i+1} − P_i)².   (25)

Its stationary states were found by Newton iteration. A wall centred between two cells has energy 150 mJ/m² without K and 208 mJ/m² with it. A wall centred on a cell has 151 and 231 mJ/m². The lower-energy position therefore gives an energy ratio of 1.39 instead of 1.52, and its energy with K lies 11% below the continuum value. The difference between the two positions, which in this chain resists the motion of a flat wall, grows from 1.0 to 23 mJ/m². For these parameters and the quartic well, the constraint thus changes the lattice pinning by a far larger factor than the wall energy. The size of the pinning depends strongly on the shape of the well: with the sixth-order well (26) introduced below, the difference is under 0.1 mJ/m² without K and 10 mJ/m² with it.

A second limitation is the quartic itself. Lead titanate has a first-order transition, which calls for a sixth-order term. A well with the same P0 and the same curvature at P0 is

f6 = (P² − P0²)²[b/4 + h(P² − P0²)].   (26)

With h = 2.6×10⁸ J m⁹/C⁶, the coefficient of P⁴ is b/4 − 3hP0² = −6.4×10⁷ J m⁵/C⁴. It is negative, as a first-order transition requires. The step from (12) to ∫√(2gf)dP did not depend on the form of the well, so the energy follows by quadrature. It is 128 mJ/m² without K and 218 mJ/m² with it, a ratio of 1.71. The ratio exceeds r because, for |P| < P0, the h term lowers the free well while K is unchanged. At each P the integrand is multiplied by √{1 + K/[b/4 − h(P0² − P²)]}, which is larger than r.

Heating also changes the well, and with it the ratio. Let the coefficient of P² in (26) rise by 3.8×10⁵ J m/C² per kelvin, with the other coefficients fixed. After 100 K of heating, P0 falls to 71 μC/cm², the wall energy with K falls to 184 mJ/m², and the ratio becomes 1.79. In the pure quartic model with b and K fixed, r would not change with P0.

The Ising assumption can be examined by adding a small component P_y, which creates no charge at this wall. Its energy density to second order is

(g/2)(dP_y/dx)² + A(x)P_y²,
A = α + [β + Q44²/(2s44)]P² + X(P² − P0²),   (27)
X = [2s11Q11Q12 − s12(Q11² + Q12²)]/D.

Here α = −1.75×10⁸ J m/C² is the coefficient of P² in (26), and β = 7.5×10⁸ J m⁵/C⁴ is a rough stress-free coupling. Together the two components would produce a spontaneous engineering shear 2e_yz = Q44P_yP. Holding this shear at zero costs (Q44P_yP)²/(2s44), where s44 is the shear compliance. P_y also adds −Q11P_y² to η_yy and −Q12P_y² to η_zz in (7). Inserted in the elastic energy (9), the products of these additions with the misfit already present give the X term. With Q44 = 0.0675 m⁴/C², s44 = 9.0 TPa⁻¹ and the profile (15), the lowest eigenvalue of −g d²/dx² + 2A, found by finite differences, is 4.9×10⁸ J m/C². It is positive, so with this α the wall is stable against a small P_y. Replacing (15) by the profile that belongs to the well (26) lowers the eigenvalue only slightly, to 4.7×10⁸ J m/C². The choice of α matters much more. The pure quartic well (1) has α = −bP0²/2 = −4.2×10⁸ J m/C², and with that value the eigenvalue is about −0.07×10⁸ J m/C², at the edge of instability. That sign is not secure: raising the rough β by 2% makes the eigenvalue positive. The pairing is also a special one, because this β equals b/2. With the quartic α, the sum α + βP0² then vanishes, and even a stress-free domain has no stiffness against P_y. In this continuum estimate the Ising wall is therefore stable against a small P_y with the sixth-order α, where a 10% change of β moves the eigenvalue by only about 0.4×10⁸ J m/C². With the quartic α the result is marginal and decides nothing. Cubic symmetry gives P_y and P_z the same g when both vary along x. Sixth-order couplings between them are omitted, so the estimate does not settle whether a real wall carries a P_y component.

**Comparison with the real material**

The polarization, and the tetragonal distortion of 6 to 7% implied by (2), are typical of lead titanate at room temperature. The gradient coefficient is much less certain. In the continuum model both w and σ_w scale as √g, whereas r does not contain g. At the lattice limit this independence is lost: in the chain (25) with the quartic well, the energy ratio for a wall between cells is 1.23 at half the g used here and 1.49 at twice that g. A wall about one cell wide, with an energy of order 100 mJ/m², is the expected scale for this material, but with g this uncertain, 235 mJ/m² should be read only as an order of magnitude. Of the assumptions sized here, real crystals most plainly break the continuum and the quartic well. Taken singly, these move the energy ratio from 1.52 to 1.39 and to 1.71 respectively, in opposite directions. Taken together, in the chain (25) with the well (26), they give 1.60 for a wall between cells. Dense domains also break the assumption of wide domains; in a crystal free to change its in-plane shape, this lowers the wall energy by 6% at 10 nm spacing. Strains of 5% and stresses of several GPa put linear elasticity in doubt as well, and that error has not been sized. Neither have flexoelectric coupling, defects or clamping by a substrate.

Numbers in the example were calculated in double precision.
